# Slab levels near a gap edge: surface states or quantised bulk bands

Near a band edge $E_c$ with effective mass $m$, a slab of thickness $L$ whose faces bring in no length of their own can contain only levels of the form

$$E-E_c=C\,\frac{\hbar^2}{mL^2},$$

with $C$ a pure number, because $\hbar^2/(mL^2)$ is the one energy that $\hbar$, $m$ and $L$ can form. If the face does bring in a length $\ell$, the form widens to

$$E-E_c=\frac{\hbar^2}{m\ell^2}\,F(L/\ell).$$

For a surface state $F$ tends to a non-zero constant as $L$ grows. For a quantised bulk level $F$ falls as $(\ell/L)^2$. The difference lies in how the energy depends on $L$, so one distance from the edge at one thickness cannot reveal it.

## The belief and its appeal

The belief is this: if a slab calculation gives a band that runs close to the projected bulk edge, slightly apart from the rest, that band belongs to the surface. It is tempting because shallow surface states do lie there, and because the slab differs from the bulk by having surfaces. But the slab also differs by being finite, and finiteness alone separates the lowest bulk level from the next. A small error in aligning the bulk edge with the slab can then place that level in the gap.

Here a surface state means a bound state of the thick crystal: its energy lies in the projected gap and its weight in a fixed number of outer layers stays finite. Resonances inside the bulk continuum are not treated.

## A slab that can be solved

Take $N$ layers of spacing $d$ at fixed in-plane momentum, with one electron and flat bands. Layer $n$ has orbital amplitudes $a_n$ and $b_n$. The bond within a layer is $t_1$, that between layers is $-t_2$, and $t_1>t_2>0$. With energy measured from midgap,

$$Ea_n=t_1b_n-t_2b_{n-1},\qquad Eb_n=t_1a_n-t_2a_{n+1}. \tag{1}$$

Inserting waves $e^{ikn}$ and multiplying the two equations gives, with $\Delta=t_1-t_2$,

$$E^2=t_1^2+t_2^2-2t_1t_2\cos k=\Delta^2+2t_1t_2(1-\cos k). \tag{2}$$

The gap edges are $\pm\Delta$. For small $k$ the conduction band is $E\approx\Delta+t_1t_2k^2/(2\Delta)$, so $\hbar^2/(md^2)=t_1t_2/\Delta$.

Both faces are alike: the outermost orbitals $a_1$ and $b_N$ are shifted by $U$. The true equation at the first is $Ea_1=Ua_1+t_1b_1$. Extending (1) to $n=1$ defines a fictitious $b_0$, and subtraction gives

$$Ua_1=-t_2b_0,\qquad Ub_N=-t_2a_{N+1}, \tag{3}$$

the second by the same argument at the other face. The slab is unchanged under $a_n\leftrightarrow b_{N+1-n}$, so its levels are even or odd.

## Without a surface shift there is no surface state in the gap

For $U=0$, (3) gives $b_0=0$ and $a_{N+1}=0$. The first makes $b_n\propto\sin nk$. The second, put into the first of (1) at $n=N+1$, gives

$$t_1\sin[(N+1)k]=t_2\sin(Nk). \tag{4}$$

Inside the gap (2) requires $\cos k>1$, so $k=i\kappa$ and both sines become hyperbolic. Then $t_1\sinh[(N+1)\kappa]>t_2\sinh(N\kappa)$, and (4) has no solution. At $E=0$, where eliminating one orbital is not allowed, the equations give $b_1=0$, then every $b_n=0$, and likewise every $a_n=0$. The gap is empty at every thickness.

The levels near the edge are therefore bulk waves. To find their $k$ for general $U$, define $a_0$ by the second of (1) at $n=0$. With $b_0=-Ua_1/t_2$,

$$\frac{a_0}{a_1}=\frac{t_2^2-UE}{t_1t_2}. \tag{5}$$

At $E\approx\Delta$ the relative slope at the face is

$$s=1-\frac{a_0}{a_1}=\frac{t_1t_2-t_2^2+U\Delta}{t_1t_2}=\frac{\Delta(t_2+U)}{t_1t_2}. \tag{6}$$

A long wave is nearly straight there, $a_n\approx a_1[1+s(n-1)]$, and extrapolates to zero at $x_0=1-1/s$. The second of (1) reads $Eb_n=\Delta a_n-t_2(a_{n+1}-a_n)$, so $b$ is $a$ displaced by $t_2/\Delta$, and its left zero is at $x_0+t_2/\Delta$. By the mirror symmetry its right zero is at $N+1-x_0$. The zeros of a sine are $j\pi/k$ apart, with $j$ an integer:

$$\frac{j\pi}{k}=N+1-2x_0-\frac{t_2}{\Delta}=N-\frac{t_1}{\Delta}+\frac{2}{s},$$

where $1+t_2/\Delta=t_1/\Delta$ was used. Inserting (6),

$$k_j\approx\frac{j\pi}{N+c},\qquad c=\frac{t_1}{\Delta}\,\frac{t_2-U}{t_2+U}. \tag{7}$$

This holds when the wavelength is long compared with the extrapolation distances. It fails near $U=-t_2$, where $c$ diverges.

For $U=0$, $c=t_1/\Delta$. The amplitudes are $b_n=B\sin nk$ and $a_n=\pm B\sin[(N+1-n)k]$. Since $2\sin^2nk=1-\cos2nk$, normalisation reads

$$1=2B^2\sum_{n=1}^N\sin^2nk=B^2\left[N-\frac{\sin(Nk)\cos[(N+1)k]}{\sin k}\right]\approx B^2(N+c).$$

The last step uses $Nk\approx\pi-ck$ for $j=1$ and small $ck$. The first-layer weight is then

$$w_1=B^2(\sin^2k+\sin^2Nk)\approx\frac{\pi^2(1+c^2)}{(N+c)^3}. \tag{8}$$

The energy above the edge thus falls as $N^{-2}$ and the outer weight as $N^{-3}$ once $N\gg c$.

## What a surface state does instead

In a half-infinite crystal let the amplitudes fall by $\lambda$ per layer, $a_n=A\lambda^{n-1}$. Then $b_1=\lambda b_0=-\lambda Ua_1/t_2$, and the face equation gives

$$E_s=U\left(1-\frac{t_1\lambda}{t_2}\right). \tag{9}$$

Equation (5) with $a_0/a_1=1/\lambda$ gives $t_1t_2=\lambda(t_2^2-UE_s)$. Inserting (9) and multiplying by $t_2$,

$$U^2t_1\lambda^2-(U^2t_2-t_2^3)\lambda-t_1t_2^2=0. \tag{10}$$

The product of the roots is negative, so one root is positive. The left side is negative at $\lambda=0$ and equals $\Delta(U^2-t_2^2)$ at $\lambda=1$, so the positive root is below 1 if and only if $|U|>t_2$. Replacing $e^{ik}$ by $\lambda$ in (2) shows that this state lies in the gap. At threshold (9) gives $E_s=-U\Delta/t_2$, so the state leaves the conduction edge when $U$ passes below $-t_2$. The negative root belongs to energies outside both bands.

The ratio $b_n/a_n$ is the same in every layer. The weight in the outer $m$ layers is therefore $1-\lambda^{2m}$, with no dependence on thickness.

In a slab the states of the two faces mix. The left state satisfies every slab equation except that for $b_N$, where the remainder is

$$Ub_N+t_2a_{N+1}=A\lambda^N\left(t_2-\frac{U^2}{t_2}\right).$$

The right state has amplitude $A$ on that orbital, so the coupling is $v=A^2\lambda^N(t_2^2-U^2)/t_2<0$. To leading order in $\lambda^N$ the even and odd levels are $E_s+v$ and $E_s-v$, split by

$$2|v|=\frac{2A^2\lambda^N(U^2-t_2^2)}{t_2},\qquad A^2=\frac{1-\lambda^2}{1+U^2\lambda^2/t_2^2}, \tag{11}$$

where $A^2$ follows from summing $a_n^2+b_n^2$ over all layers. Convergence is exponential.

## The numbers against the belief

Take a gap of 1.42 eV, $m=0.067\,m_0$ and $d=0.283$ nm. These give $\Delta=0.710$ eV, $t_1=3.550$ eV, $t_2=2.840$ eV and $c=5.0$ for $U=0$. At $N=40$, or 11.3 nm, (7) gives $k=\pi/45=0.0698$ and

$$E-\Delta\approx\frac{3.550\times2.840\times0.0698^2}{2\times0.710}\ \text{eV}\approx35\ \text{meV}.$$

Diagonalisation gives 34 meV. At $N=160$ the level is 2.6 meV from the edge, yet its weight in the three outer layers of both faces is 0.0005, against 0.0375 for a uniform state. It is a bulk level.

Now set $U=-4.2$ eV. Equation (10) gives $\lambda=0.9273$, and (9) gives

$$E_s=-4.2\left(1-\frac{3.550\times0.9273}{2.840}\right)\text{eV}\approx0.668\ \text{eV},$$

which is 42 meV below the edge. The true surface state is thus about sixteen times farther from the edge than the bulk level just described. Its three-layer weight tends to 0.364, and its density decays over 1.9 nm. At $N=80$ the pair is split by 0.78 meV, both by diagonalisation and by (11).

## Why each criterion fails alone

**One thickness.** At $E=\Delta$, (2) gives $\cos k=1$, and $a_n$ is exactly linear, with slope $sa_1$. An odd state has $b_n=-a_{N+1-n}$, while (1) gives $b_n=a_n-t_2sa_1/\Delta$. Adding $a_{N+1-n}$ to both forms yields $2+s(N-1)=t_2s/\Delta$, hence $N=t_1/\Delta-2/s$. For $U<-t_2$ this is

$$N_c=\frac{t_1}{\Delta}\,\frac{|U|+t_2}{|U|-t_2}. \tag{12}$$

Lowering $U$ at fixed $N$ lowers each level, since $dE/dU=a_1^2+b_N^2\ge0$, and $N_c$ falls as $|U|$ grows. The odd partner is therefore above the edge for $N<N_c$ and below it for $N>N_c$. In the example $N_c=5.0\times7.04/1.36\approx26$ layers, or 7.3 nm. At $N=20$ this partner lies 42 meV above the edge, where its energy suggests a bulk level. At $N=40$ it lies 31 meV below.

Localisation at one thickness is no safer. At $N=20$ the third conduction level, which is bulk, has outer weight 0.34, and the even surface level has 0.41; a uniform state has 0.30. By $N=160$ the values are 0.006 and 0.364, against 0.0375.

**Energy convergence.** At $U=-t_2$ the state with all $a_n$ and $b_n$ equal solves every equation: inside, $E=t_1-t_2$; at the face, $E=U+t_1$, which is the same. Its energy is $\Delta$ for every $N$, yet each layer holds $1/N$ of it. A thickness-independent energy does not prove localisation.

A fitted power of $N$ can also mislead. From 80 to 160 layers the $U=0$ level falls by a factor 3.8, but the third level with $U=-4.2$ eV falls by 5.4. The asymptotic factor is 4. By (7) the effective thicknesses are $N+5$ and $N-26$, which gives the opposite directions of the two departures. It reproduces the first factor but predicts about 6.1 for the second, since at $N=80$ the wavelength is not yet long compared with the extrapolation distances.

**Both together, if the bands bend.** Keep $U=0$ and lower the potential at each face by 0.15 eV, decaying exponentially over 5 nm. The two lowest conduction levels, one even and one odd, then form a nearly degenerate pair 31 meV below the band edge of a thick slab's interior. The lower one moves by about 0.1 meV between 160 and 320 layers and has 90% of its weight within about 10 nm of the faces. It is localised, but the space-charge potential binds it: with that potential removed, the gap is empty. In this model, where the bending is imposed by hand, repeating the calculation with flat bands thus distinguishes it from an intrinsic surface state; in a self-consistent slab the bending cannot always be removed without changing the surface charge.

## Relation to a real film

The gap, mass and spacing are model inputs of about the size found in GaAs(001) near the zone centre. The shift $U$ is a chosen effective parameter, as large as a bond energy, and not a computed reconstruction; the 42 meV is no prediction for that surface. Band bending in a real film can matter on the same energy scale. The bending used above corresponds to a face field of 0.30 MV/cm and about $2\times10^{12}$ charges per cm², for a rough permittivity of 13, and its 31 meV binding is comparable with the surface-state depth. This potential is imposed, not self-consistent: the bound subband of one face holds only about $0.9\times10^{12}$ electrons per cm² before the Fermi level reaches the interior edge, so such a bending needs fixed negative charge with a peak density near $4\times10^{18}$ cm⁻³, or a degenerate interior. If leakage into vacuum only moved each face outward by a decay length of 0.1 nm, the $U=0$ level at $N=40$ would fall by about 1 meV. The change of mass at the face matters more: for a parabolic band, a 4 eV barrier and the free-electron mass outside, continuity of $\psi$ and $\psi'/m$ lowers the hard-wall level by about 16 meV in a well 11.3 nm wide, and by about 11 meV if the width is taken as $(N+c)d=12.7$ nm. At $N=10$ the $U=0$ level is 0.29 eV above the edge, close to a rough L-valley height of 0.30 eV. On an unreconstructed (001) face the L valleys project away from the zone centre and do not mix with this level. Whether they supply the lowest conduction level of so thin a film depends also on their own confinement energy, which this model does not include. If the gap narrows to 1.15 eV at 900 K (a rough linear extrapolation at $-0.45$ meV/K), with $U$ and $t_1t_2$ held fixed so that the mass falls to $0.054\,m_0$, the surface state is 32 meV deep, less than the thermal energy of 78 meV.

For flat bands and equal faces, a safe identification therefore aligns the bulk edge with the slab interior and follows each level by parity through several thicknesses, well beyond both $N_c$ and the decay length. Alignment matters in thick slabs too: an error of 50 meV exceeds the height of the $U=0$ level above about 32 layers, enough to put a bulk level in the gap on paper. Its vanishing outer weight still identifies it. The numerical output below gives the levels and weights at each thickness.

## Values computed for the example and the checks

```
Inputs: gap 1.42 eV, mass 0.067 m0, layer 0.283 nm
Surface orbital shift U = -4.20 eV
Bonds t1, t2 = 3.5501, 2.8401 eV; edge = 0.710 eV
Mass from Bloch band = 0.06700 m0
End length c for U=0 = 5.000 layers
Surface ratio lambda = 0.92730
Surface energy from midgap = 0.66831 eV
Surface energy below edge = 41.69 meV
Density decay length = 1.875 nm
Critical thickness = 25.88 layers = 7.33 nm
Semi-infinite weight in 3 outer layers = 0.3642
Below: E-edge in meV; w = weight in 3 outer layers per face
U=0: N, thickness nm, lowest E-edge, w, uniform w
  10    2.83   293.602  0.47182  0.6000
  20    5.66   107.596  0.12650  0.3000
  40   11.32    33.993  0.02476  0.1500
  80   22.64     9.642  0.00389  0.0750
 160   45.28     2.570  0.00054  0.0375
With U: N, even E, w; odd E, w; third E, w
  10  -126.787 0.64656;   336.041 0.82395;  1262.334 0.50170
  20   -72.340 0.41255;    41.603 0.59762;   430.135 0.34209
  40   -48.555 0.34163;   -31.345 0.43492;   109.185 0.18626
  80   -42.075 0.35788;   -41.292 0.37119;    20.775 0.04933
 160   -41.693 0.36416;   -41.692 0.36424;     3.840 0.00588
Pair splitting, N=80: slab 0.7831 meV, formula 0.7824 meV
Estimated U=0 level, N=40: 33.788 meV
U=-t2: largest distance from edge < 1e-10 eV: True
Bending: depth 0.15 eV, length 5.0 nm, permittivity 13
Bending: field 0.30 MV/cm, charge 2.16e+12 cm^-2
Bent U=0 level, N=160, 320: -30.874, -30.755 meV from edge
Its weight within about 10 nm of faces, N=320: 0.9019
Vacuum barrier 4.0 eV: leakage length 0.0976 nm
Leakage estimate at N=40: level changes -0.99 meV
Heavy-hole mass 0.50 m0: hard-wall level, N=40, 5.87 meV
L valley 0.30 eV above edge: reached below 8.86 layers
Alignment error 50 meV exceeds U=0 level above 31.78 layers
Thermal energy at 300, 900 K: 25.85, 77.56 meV
Gap slope -0.45 meV/K; gap at 900 K 1.150 eV
Surface energy below edge at 900 K, same U: 31.56 meV
```
